# Detuning two interface resonances across a tunnel barrier

## Problem

A tunnel barrier separates two ferromagnets with parallel magnetizations. In the minority-spin channel, at one in-plane wavevector, each interface carries a resonance: a level localized at the interface that leaks into its own electrode. The two levels lie at

$$\varepsilon_L=E_0+\tfrac{D}{2},\qquad \varepsilon_R=E_0-\tfrac{D}{2},$$

where $D$ is the detuning. Their leakage gives them full widths $\Gamma_L$ and $\Gamma_R$, and a real amplitude $t$ couples them through the barrier. Spin and in-plane wavevector are conserved, electrons do not interact, the widths do not depend on energy, and no other path crosses the barrier. The algebra is in atomic units.

The barrier is hexagonal boron nitride, about three layers or $d=1.0$ nm thick, with a rough height $\phi=2$ eV and a rough effective mass $m=0.5$ electron masses. The other parameters are round model values: $\Gamma_L=0.03$ eV, $\Gamma_R=0.05$ eV and $t=t_0e^{-\kappa d}$ with $t_0=1$ eV. The Fermi energy is at $E_0$.

1. How does the transmission at $E_0$ depend on $D$, and by what factor does $D=0.10$ eV reduce it, with widths and coupling held fixed?
2. Does the same factor describe the highest peak, the energy-integrated transmission and the conductance at 300 K?
3. At what detuning does direct tunnelling, which the model omits, become comparable?

## First estimate by scaling

**The coupling.** Under the barrier a wave at energy $\phi$ below the top obeys $\chi''=2m\phi\,\chi$, so it decays as $e^{-\kappa x}$ with $\kappa=\sqrt{2m\phi}$. Here $\kappa=5.12$ nm$^{-1}$, which gives $t=e^{-5.12}$ eV $=0.0060$ eV. The two combinations needed below are

$$\Gamma_L\Gamma_R=1.50\times10^{-3}\ \text{eV}^2,\qquad 4t^2=1.42\times10^{-4}\ \text{eV}^2 .$$

**The transmission.** An electron enters the left level, hops once and leaves from the right level. Entry and exit contribute $\Gamma_L\Gamma_R$ to the probability, the hop contributes $t^2$, and each level contributes one over its squared distance from resonance. Far from resonance that distance is $D/2$; on resonance it is replaced by the half width. Hence

$$T_{\rm far}\sim\frac{\Gamma_L\Gamma_Rt^2}{(D/2)^4}=\frac{16\,\Gamma_L\Gamma_Rt^2}{D^4},\qquad
T_{\rm aligned}\sim\frac{\Gamma_L\Gamma_Rt^2}{(\Gamma_L/2)^2(\Gamma_R/2)^2}=\frac{16t^2}{\Gamma_L\Gamma_R}.$$

Their ratio is $(\Gamma_L\Gamma_R)^2/D^4$. For $D=0.10$ eV the estimates are $T_{\rm far}\sim8.5\times10^{-3}$, $T_{\rm aligned}\sim0.38$ and a suppression factor of $0.0225$.

## Exact solution of the model

**Eliminating the electrodes.** Represent each electrode by a chain with hopping $-V$, so that $E=-2V\cos k$ and the velocity is $v=2V\sin k$. The end sites couple to the levels through $-w_L$ and $-w_R$; the level amplitudes are $a_L$ and $a_R$.

On the left, $\psi_n=e^{ikn}+re^{-ikn}$ for $n\le0$. The end-site equation is $E\psi_0=-V\psi_{-1}-w_La_L$. The same wave continued to $n=1$ would satisfy $E\psi_0=-V\psi_{-1}-V\psi_1$, so

$$e^{ik}+re^{-ik}=\frac{w_La_L}{V}\quad\Rightarrow\quad \psi_0=1+r=1-e^{2ik}+\frac{w_L}{V}e^{ik}a_L .$$

Inserting this in the level equation $Ea_L=\varepsilon_La_L+ta_R-w_L\psi_0$ gives

$$\Big(E-\varepsilon_L+\frac{w_L^2}{V}e^{ik}\Big)a_L-ta_R=s,\qquad s=-w_L(1-e^{2ik}).$$

The imaginary part of the added term is $\Gamma_L/2$, with $\Gamma_L=2w_L^2\sin k/V$. Its real part, $w_L^2\cos k/V$, vanishes at the band centre. I place $E_0$ there and take the band much wider than all other energies, so this shift is neglected nearby. The source has

$$|s|^2=4w_L^2\sin^2k=\Gamma_Lv .$$

On the right there is only an outgoing wave $\tau e^{ikn}$, $n\ge0$. The same continuation argument gives $V\tau e^{-ik}=w_Ra_R$, so $|\tau|^2=w_R^2|a_R|^2/V^2=\Gamma_R|a_R|^2/v$. With $z_j=E-\varepsilon_j+i\Gamma_j/2$, the level equations are

$$z_La_L-ta_R=s,\qquad z_Ra_R-ta_L=0 .$$

The second gives $a_L=z_Ra_R/t$; the first then gives $a_R=ts/(z_Lz_R-t^2)$. The velocities in the two electrodes are equal, so $T=|\tau|^2$:

$$T(E)=\frac{\Gamma_L\Gamma_Rt^2}{|z_Lz_R-t^2|^2}.$$

**The midpoint.** At $E=E_0$, $z_L=-D/2+i\Gamma_L/2$ and $z_R=D/2+i\Gamma_R/2$. Multiplying out,

$$z_Lz_R-t^2=-\tfrac14\big(D^2+\Gamma_L\Gamma_R+4t^2\big)+\tfrac{i}{4}D(\Gamma_L-\Gamma_R).$$

The squared modulus carries a factor $1/16$, so

$$\boxed{T(E_0)=\frac{16\,\Gamma_L\Gamma_Rt^2}{(D^2+\Gamma_L\Gamma_R+4t^2)^2+D^2(\Gamma_L-\Gamma_R)^2}}$$

The denominator grows with $D^2$. At fixed widths and fixed nonzero $t$, detuning therefore lowers the midpoint transmission monotonically.

**Weak coupling.** For $4t^2\ll\Gamma_L\Gamma_R$ the denominator becomes $D^4+D^2(\Gamma_L^2+\Gamma_R^2)+\Gamma_L^2\Gamma_R^2$, which factorizes. The suppression relative to $D=0$ is

$$S=\frac{\Gamma_L^2}{D^2+\Gamma_L^2}\,\frac{\Gamma_R^2}{D^2+\Gamma_R^2}.$$

Each level contributes one Lorentzian, because the midpoint moves away from both.

**Half suppression.** Put $a=\Gamma_L\Gamma_R+4t^2$ and $b=\Gamma_L-\Gamma_R$. The transmission halves when $(D^2+a)^2+D^2b^2=2a^2$, a quadratic in $D^2$ with positive root

$$D_{1/2}^2=\tfrac12\Big[-(2a+b^2)+\sqrt{(2a+b^2)^2+4a^2}\Big].$$

For equal widths $\Gamma$ and weak coupling, $D_{1/2}=\Gamma\sqrt{\sqrt2-1}\approx0.64\,\Gamma$. In the opposite limit, $t$ much larger than both widths, $a\approx4t^2$ and $D_{1/2}\approx1.29\,t$: the coupling then sets the scale.

**Numbers.** For $D=0.10$ eV, $D^2+a=0.01164$ eV$^2$ and $D^2b^2=4.0\times10^{-6}$ eV$^4$, so

$$T(E_0)=\frac{4(1.50\times10^{-3})(1.42\times10^{-4})}{(0.01164)^2+4.0\times10^{-6}}=6.1\times10^{-3}.$$

At $D=0$ the value is $0.316$, so $S=0.019$. Half suppression needs only $0.025$ eV. At 0 K the conductance of this one channel, $(e^2/h)T$, drops from 12.2 to 0.24 microsiemens.

## Beyond the midpoint

**The highest peak.** For $D$ much larger than the widths and $t$, set $E=\varepsilon_L$. Then $z_L=i\Gamma_L/2$ and $z_R\approx D$. If also $t^2\ll\Gamma_LD/2$,

$$T(\varepsilon_L)\approx\frac{4t^2}{D^2}\frac{\Gamma_R}{\Gamma_L}.$$

The peak near the other level has the ratio inverted, so the narrower level carries the higher peak. Only one level is off resonance there, hence $D^{-2}$ instead of $D^{-4}$. At $D=0.10$ eV the formula gives 0.024; the full spectrum peaks at 0.022, about 3.7 times the midpoint value. That is 0.071 of the aligned peak, so the highest peak is suppressed much less than the midpoint. At a fixed energy away from the midpoint, detuning can even help: at $E-E_0=0.05$ eV it raises $T$ from 0.0064 to 0.022.

**The energy integral.** Since $T=\Gamma_L\Gamma_R|G|^2$ with $G=t/(z_Lz_R-t^2)$, and $G$ is, up to a constant factor $-i$, the Fourier transform of the right-level amplitude after a start in the left level, Parseval's theorem gives $\int|G|^2dE=2\pi N_R$. Here $N_j$ is the time-integrated population of level $j$. Let $\psi_L,\psi_R$ be the decaying amplitudes, $P_j=|\psi_j|^2$, $C=\psi_L^*\psi_R$ and $g=(\Gamma_L+\Gamma_R)/2$. The Schrödinger equation with the widths included gives

$$\dot P_L=-\Gamma_LP_L+2t\,{\rm Im}\,C,\quad \dot P_R=-\Gamma_RP_R-2t\,{\rm Im}\,C,\quad \dot C=(iD-g)C-it(P_L-P_R).$$

Integrate over all times. $C$ vanishes at both ends, so its integral is $-it(N_L-N_R)/(g-iD)$, with imaginary part $-tg(N_L-N_R)/(D^2+g^2)$. The population equations become

$$\Gamma_RN_R=R(N_L-N_R),\qquad 1=\Gamma_LN_L+R(N_L-N_R),\qquad R=\frac{2t^2g}{D^2+g^2}.$$

The first gives $N_L=N_R(R+\Gamma_R)/R$. The second then gives $N_R=R/[\Gamma_L\Gamma_R+2gR]$, and therefore

$$\int T\,dE=\frac{2\pi\Gamma_L\Gamma_RR}{\Gamma_L\Gamma_R+2gR}
=\frac{4\pi t^2g}{D^2+W^2},\qquad W^2=g^2\Big(1+\frac{4t^2}{\Gamma_L\Gamma_R}\Big).$$

This is a single Lorentzian in $D$. With $W^2=1.75\times10^{-3}$ eV$^2$, the integral at $D=0.10$ eV is still $W^2/(D^2+W^2)=0.149$ of its aligned value.

The same factor applies to a sum over in-plane wavevectors if both levels disperse together through the Fermi energy, with constant density of states, widths and $t$, over a range extending a few widths beyond both resonances (a range that ends at the two levels gives 0.096 instead of 0.149 at $D=0.10$ eV). The sum is then an integral over the common level shift.

**Temperature.** At 300 K, $k_BT=0.026$ eV is comparable with the widths. The thermally averaged transmission falls from 0.090 to 0.0081, a factor of 0.09. Most of the difference from 0.019 comes from the aligned case, where averaging lowers the sharp maximum from 0.316 to 0.090; at $D=0.10$ eV it raises the midpoint value by about a third.

## Direct tunnelling

Take a rectangular barrier without interface levels. Let $u$ be the electrode velocity divided by $\kappa/m$, and measure $\chi'/(\text{mass})$ in units of $\kappa/m$. At the exit the value is $\tau$ and the scaled slope $iu\tau$. Carried back to the entrance they become $\tau(\cosh\kappa d-iu\sinh\kappa d)$ and $\tau(iu\cosh\kappa d-\sinh\kappa d)$. There they must equal $1+r$ and $iu(1-r)$. Adding the value to the slope divided by $iu$ removes $r$:

$$2=\tau\big[2\cosh\kappa d-i(u-1/u)\sinh\kappa d\big]\ \Rightarrow\ |\tau|^2\le\frac{1}{\cosh^2\kappa d}=1.4\times10^{-4}.$$

The resonant midpoint value falls to this bound at $D=0.275$ eV. Because the bound is reached only for $u=1$, this is the smallest crossing; $u=0.3$ moves it to $0.37$ eV. Both transmissions carry $e^{-2\kappa d}$, so the crossing is roughly $(4\Gamma_L\Gamma_Rt_0^2)^{1/4}$ and depends on the chosen $t_0$: for $t_0=0.3$ eV it is $0.15$ eV. Well before the crossing, interference matters. If only the direct amplitude is added, at its bound, $T$ at $D=0.10$ eV lies between $4.4\times10^{-3}$ and $8.1\times10^{-3}$, depending on the relative phase. This interval understates the omitted paths: electrode states that reach the barrier also couple to the level on the far side, which opens paths through one level only. If the couplings across the barrier factorize into a left and a right part, each such amplitude is of the order of the geometric mean of the resonant and direct ones, about 0.3 to 0.4 of the resonant amplitude at $D=0.10$ eV, and $T$ then ranges from about $1\times10^{-3}$ to $2\times10^{-2}$ depending on the signs of the couplings.

## The model beside a real junction

The barrier numbers are rough values for boron nitride; the widths and $t_0$ are chosen and describe no particular interface. The masses of boron nitride are anisotropic, and the one normal to the layers may be larger than 0.5: a trial value of 1.33 lowers the aligned midpoint transmission to $5.9\times10^{-4}$ but changes $S$ only to the weak-coupling value 0.0165. A real junction sums over in-plane wavevectors. For the levels assumed here, that alone can move the suppression from 0.019 to about 0.15 under the conditions stated above. In the effective-mass picture, an in-plane wavevector $k_\parallel$, measured from the barrier's band edge (which in boron nitride lies away from the zone centre), also changes the decay to $\sqrt{\kappa^2+(m/m_\parallel)k_\parallel^2}$, where $m_\parallel$ is the in-plane mass. For $k_\parallel=2$ nm$^{-1}$ and a trial mass ratio of 2, $t$ halves and the midpoint transmission drops to $1.4\times10^{-3}$, but $S$ changes only to 0.017. Charging, inelastic scattering and roughness are left out and not sized.

The detuning so far was built in. A bias of 0.10 V produces the same $D$ in initially aligned levels if each level follows its own electrode. The field is 1 MV/cm, against a rough breakdown field of 10 MV/cm, and the barrier tilt changes $t$ at the midpoint energy by about 0.01 percent. The current then samples the whole bias window, which reaches both levels. At 0 K, with $t$ held constant across the window, the average is 0.0096, or 0.030 of the aligned midpoint value. Across the window $t$ actually varies by about $\pm6$ percent with energy, which moves the average only within 0.0094 to 0.0098.

## Comparison of estimate and solution

At $D=0.10$ eV the scaling estimate of $T$ is about 40 percent above the exact model value, because it drops the widths and $t$ beside $D$. Its aligned value is 20 percent too high, because it drops $4t^2$ beside $\Gamma_L\Gamma_R$. The errors partly cancel in the ratio: 0.0225 against 0.0193, which is 16 percent too high.

The cancellation does not persist. For large $D$ the exact ratio tends to $(\Gamma_L\Gamma_R+4t^2)^2/D^4$, which exceeds the estimate by the factor $(1+4t^2/\Gamma_L\Gamma_R)^2=1.20$. At $D=0.20$ eV the estimate, 0.0014, is already below the exact 0.0015. Scaling thus gives the correct fourth power for the midpoint, while the peak and the integral follow the second power. The values at other detunings are in the numerical output.

## Computed values

```
barrier height (rough) = 2.0 eV
barrier mass (rough) = 0.5 electron masses
barrier thickness = 1.0 nm
coupling prefactor t0 = 1.0 eV
widths GL, GR = 0.030, 0.050 eV
decay constant kappa = 5.123 1/nm
coupling t = 0.00596 eV
GL*GR = 1.500e-03 eV^2; 4t^2 = 1.419e-04 eV^2
suppression S = value at D / value at D=0 (no unit)
D=0.00 eV: Tmid=3.159e-01 Smid=1.0000 Sintegral=1.0000 S300K=1.0000
D=0.02 eV: Tmid=1.967e-01 Smid=0.6227 Sintegral=0.8141 S300K=0.7961
D=0.05 eV: Tmid=4.691e-02 Smid=0.1485 Sintegral=0.4120 S300K=0.3596
D=0.10 eV: Tmid=6.104e-03 Smid=0.0193 Sintegral=0.1490 S300K=0.0905
D=0.20 eV: Tmid=4.867e-04 Smid=0.0015 Sintegral=0.0419 S300K=0.0091
weak-coupling S at D=0.10 eV = 0.0165
half-suppression D = 0.0250 eV
tail exponents: midpoint -3.999, integral -2.000
highest peak at D=0.10 eV: T = 0.0223
  at energy E-E0 = 0.0481 eV
T at E-E0=0.05 eV: D=0 0.0064, D=0.10 eV 0.0220
channel conductance at 0 K, D=0: 12.239 microsiemens
channel conductance at 0 K, D=0.10 eV: 0.2365 microsiemens
neglected effects, sized for D=0.10 eV:
kT at 300 K = 0.02585 eV
thermal mean T: 4 K 6.105e-03, 300 K 8.141e-03
300 K mean T at D=0 = 0.0900
direct tunnelling bound = 1.419e-04
T with interference: 4.384e-03 to 8.107e-03
D where Tmid equals direct bound = 0.275 eV
in-plane wavevector tried = 2.0 1/nm
  mass ratio normal/in-plane 1: t=0.00409 eV, Tmid=2.911e-03, Smid=0.0178
  mass ratio normal/in-plane 2: t=0.00287 eV, Tmid=1.447e-03, Smid=0.0172
if bias makes D: V = 0.10 V, field = 1.00 MV/cm
  rough breakdown field = 10 MV/cm
  change of t by barrier tilt = 0.013 percent
  mean T over bias window at 0 K = 0.0096
  window mean / T(D=0) = 0.0303
```
